\section*{Spanning hop distance and density dependence of nearest-neighbour hopping conductivity}

\section{Two estimates that fail}

A dielectric film leaks by carriers hopping between traps. Its trap density rises from $3\times10^{19}$ to $1\times10^{20}\,\mathrm{cm^{-3}}$, with everything else fixed. By what factor does the leakage rise? Averaging the hopping conductance over all pairs of traps gives 11. Putting the mean distance to the nearest trap into the tunnelling exponential, with an amplitude decay length of 0.30 nm, gives 51. Solving the circuit equations for random traps with the same decay length gives about 990. Both short estimates treat pairs one at a time, whereas a direct current needs an unbroken path through the film.

The model is as follows. Traps are points placed independently and uniformly with density $N$. All have the same energy, and the localized amplitude falls as $e^{-r/a}$. A hop of length $r$ has rate $\nu_0e^{-2r/a}e^{-\varepsilon/kT}$, with the same barrier $\varepsilon$ for every hop; the factor 2 comes from squaring the amplitude. A fraction $c$ of the traps is occupied. ``Nearest-neighbour hopping'' here means that the important hop lengths do not depend on temperature. It does not mean that each carrier hops to its nearest trap.

Let $U$ be the drop in electrochemical potential, divided by $e$, from trap $i$ to trap $j$, and let $V$ be its electrostatic part. With mean occupations $f_i,f_j$ and the field shared equally between forward and backward rates, the current is
\begin{equation}
I=e\nu_0e^{-2r/a-\varepsilon/kT}\left[f_i(1-f_j)e^{eV/2kT}-f_j(1-f_i)e^{-eV/2kT}\right].
\end{equation}
To first order the bracket is $f_i-f_j+c(1-c)eV/kT$. A shift $\delta\mu$ of the local chemical potential changes a Fermi occupation by $c(1-c)\delta\mu/kT$, so the bracket equals $c(1-c)(\delta\mu_i-\delta\mu_j+eV)/kT=c(1-c)eU/kT$. Each pair is therefore a resistor:
\begin{equation}
I=G_0e^{-2r/a}U,\qquad G_0=\frac{e^2\nu_0c(1-c)}{kT}e^{-\varepsilon/kT}.
\label{eq:link}
\end{equation}

Measure lengths in units of $\ell=N^{-1/3}$ and define
\begin{equation}
x=\frac{2\ell}{a}=\frac{2}{aN^{1/3}},\qquad g_{ij}=e^{-xr_{ij}} .
\end{equation}
A periodic box of $n$ traps then has volume $n$. For a unit mean field along $z$, write the drop on a link as $u_{ij}=z_{ij}+\phi_j-\phi_i$, where $z_{ij}$ is the displacement from $i$ to $j$ and $\phi$ is minus the periodic part of the potential. In physical units the field $E$ dissipates $\sum G_0g_{ij}(E\ell u_{ij})^2$ in a volume $n\ell^3$. Equating this power density to $\sigma E^2$ gives
\begin{equation}
\sigma=G_0N^{1/3}f(x),\qquad f=\min_\phi\frac1n\sum_{i<j}g_{ij}u_{ij}^2 .
\label{eq:network}
\end{equation}
The minimum is the circuit solution: setting the derivative with respect to $\phi_i$ to zero gives $\sum_jg_{ij}u_{ij}=0$, which is current conservation at trap $i$.

\subsection{What averaging assumes}

Averaging over pairs amounts to setting $\phi=0$. This is a permitted trial potential, so it gives an upper bound on the mean of $f$. Each trap sees unit density around it, each pair is counted once, and the angular average of $z^2$ is $r^2/3$:
\begin{equation}
f_{\rm av}=\frac12\int_0^\infty4\pi r^2\,\frac{r^2}{3}e^{-xr}\,dr
=\frac{2\pi}{3}\frac{4!}{x^5}=\frac{16\pi}{x^5}.
\end{equation}
Since $x\propto N^{-1/3}$, this makes $\sigma\propto N^{1/3}N^{5/3}=N^2$, hence the factor $(10/3)^2=11$. The estimate suits the dense limit $x\ll1$, where each trap has many partners of similar conductance. At $x=14.36$ it gives $\ln f_{\rm av}=-9.4$, against $-14.1$ from the full network. It is too large by a factor of about 110, because it forces current through close pairs that lead nowhere.

\subsection{What the nearest-trap distance misses}

The probability that no other trap lies within $r$ is $e^{-4\pi r^3/3}$. Integrating it gives the mean nearest distance. With $v=4\pi r^3/3$,
\begin{equation}
\bar r_1=\int_0^\infty e^{-4\pi r^3/3}dr
=\left(\frac{3}{4\pi}\right)^{1/3}\frac13\int_0^\infty v^{-2/3}e^{-v}dv
=\left(\frac{3}{4\pi}\right)^{1/3}\Gamma\!\left(\tfrac43\right)=0.554 .
\end{equation}
If all pairs closer than $\bar r_1$ are joined, a trap has on average $4\pi\bar r_1^3/3=\Gamma(4/3)^3=0.71$ neighbours. The expected number of non-repeating chains of $k$ links from a given trap is at most $0.71^k$. The sum over $k$ converges, so the mean cluster is finite and no path crosses a large sample. The same argument applies whenever the mean number of neighbours is below one, so the spanning distance must be at least $(3/4\pi)^{1/3}=0.62$. To find its value, connectivity itself has to be computed.

\section{Finding the spanning distance}

One could choose a trial distance, build the clusters, look for a spanning one, and repeat. This repeats most of the work at every trial. Clusters only grow as the distance increases, so it is better to sort the links by length and add them once. Union-find suits this process. Each cluster is a tree of pointers ending at a root, and two traps are in the same cluster if their roots coincide. When a link joins two clusters, the root of the smaller is attached to that of the larger. A trap moves one level deeper only when its cluster at least doubles, so no path to a root exceeds $\log_2n$ steps. For $M$ links, sorting costs of order $M\log M$ and the searches at most of order $M\log n$.

The remaining question is what ``spanning'' means in a finite box. Open faces have their own surface errors. In a periodic box there are no faces, and the criterion is a cluster that winds around the box and meets its own periodic image. Ordinary union-find cannot see this, since it knows that two traps are connected but not through which image. The cure is to store with each pointer an integer vector, the periodic cell of the trap relative to its parent. Summing these vectors up to the root gives $\mathbf c_i$, the cell of trap $i$ relative to its root.

Let a new link run from $i$ to the image of $j$ shifted by $\mathbf s$ cells. If the roots differ, consistency requires trap $j$ to sit at $\mathbf c_i+\mathbf s$ relative to the root of $i$. It already sits at $\mathbf c_j$ relative to its own root, so that root must receive the offset
\begin{equation}
\mathbf w=\mathbf c_i+\mathbf s-\mathbf c_j .
\label{eq:winding}
\end{equation}
If the root of $i$ is attached to that of $j$ instead, the offset is $-\mathbf w$. If the roots already coincide, the link closes a loop, and the same $\mathbf w$ is the net number of cells crossed in going round it. A zero vector is an ordinary loop. A nonzero $z$ component means that the cluster spans along $z$.

No spanning event is missed. The links that merged clusters form a forest, and every loop is a sum of elementary loops, each made of one further link and a forest path. If all elementary loops have zero winding along an axis, so has every loop. The first nonzero component in Eq.~\eqref{eq:winding} therefore marks the first spanning along that axis. The procedure is:
\begin{enumerate}
\item Place $n$ traps in a periodic box of volume $n$; list all pairs closer than 1.10 with their image shifts, and sort them by length.
\item For each link find both roots and compute $\mathbf w$.
\item If the roots differ, merge with offset $\pm\mathbf w$. If they coincide, record the link length for each axis on which $\mathbf w$ is nonzero for the first time.
\item Stop when all three axes are recorded. If the list ends first, it was too short.
\end{enumerate}

A different construction tests the winding. Place three copies of the box in a ring along one axis and count clusters by a general graph search. A cluster that does not wind appears three times, while one that winds once joins its copies into one. In five boxes of 1000 traps, for all three axes, the copies stayed separate just below the recorded length and joined when the recorded link was included. (Three copies would miss a cluster whose windings were all multiples of three.)

\subsection{Removing the box size}

One box gives a sample-dependent number. Near the threshold the connected structure has a correlation length growing as $|r-r_c|^{-\nu}$, with $\nu=0.876$ taken here as an input. The box of side $L$ interferes when the two lengths are comparable, so both the shift and the spread of the threshold scale as $L^{-1/\nu}$ at leading order. Write the mean threshold as $m(L)=b+AL^{-1/\nu}$. Doubling $L$ divides the second term by $q=2^{1/\nu}=2.21$. Thus $m_1-b=q(m_2-b)$, and
\begin{equation}
b=\frac{qm_2-m_1}{q-1}.
\label{eq:extrap}
\end{equation}

The mean threshold along an axis is $m_1=0.8816$ for 300 boxes of 1000 traps and $m_2=0.8746$ for 60 boxes of 8000. Equation~\eqref{eq:extrap} gives
\begin{equation}
r_c=bN^{-1/3},\qquad b=0.869\pm0.002 .
\end{equation}
Using the first axis to span, whichever it is, gives $0.867\pm0.002$ from the same boxes. The errors are statistical and leave out higher finite-size corrections. Both values are close to 0.865, an older rounded value used as a check in the program. They agree within their errors with 0.868, which follows from the accepted percolation threshold of overlapping spheres. The spread of thresholds shrinks by 2.07 between the two sizes, against the expected 2.21. At $r_c$ a trap has on average $4\pi b^3/3=2.75$ neighbours, well above the one that the chain argument demands, because neighbouring traps share many of their neighbours, so many links lead back to traps already reached.

\section{From spanning to conductivity}

Why should a geometrical threshold fix a current? Raising any link conductance cannot lower $f$, since it raises the sum in Eq.~\eqref{eq:network} for every $\phi$. Choose a small $\delta>0$. For a lower bound, remove all links longer than $b+\delta$ and reduce the rest to $e^{-x(b+\delta)}$. The remaining network spans; let its conductivity with unit links be $K_\delta>0$. For an upper bound, make all links shorter than $b-\delta$ perfect shorts. They form finite clusters. For $x\ge x_0$, every other link satisfies
\begin{equation}
e^{-xr}=e^{-x(b-\delta)}e^{-x(r-b+\delta)}
\le e^{-x(b-\delta)}e^{-x_0(r-b+\delta)} .
\end{equation}
The last factor defines a network independent of $x$, with conductivity $C_\delta$. Hence
\begin{equation}
K_\delta e^{-x(b+\delta)}\le f(x)\le C_\delta e^{-x(b-\delta)} .
\end{equation}
Taking $K_\delta>0$ and $C_\delta$ finite as accepted properties of networks above and below threshold, divide the logarithm by $x$, let $x\to\infty$, and then let $\delta\to0$. The result is $-\ln f/x\to b$, or
\begin{equation}
\ln\sigma=-\frac{2b}{aN^{1/3}}+\text{terms growing more slowly than }x ,
\label{eq:law}
\end{equation}
with $G_0$ held fixed. The exponential is in $N^{-1/3}$, not in $N$.

\subsection{The prefactor also depends on density}

Dropping the slower terms is the next thing that goes wrong. Links whose lengths differ from $r_c$ by about $a/2$ differ in conductance by a factor of order $e$, so the threshold is blurred by that amount. The corresponding correlation length is
\begin{equation}
\xi\sim r_c\left(\frac{r_c}{a/2}\right)^\nu=r_c\left(\frac{2r_c}{a}\right)^\nu .
\end{equation}
Suppose that a cube of side $\xi$ is controlled by one critical link, $G_c=G_0e^{-2r_c/a}$. The cube's conductance is $\sigma\xi^2/\xi=\sigma\xi$, so $\sigma\sim G_c/\xi$. Because $\xi\propto N^{-1/3}x^\nu$,
\begin{equation}
f\sim x^{-\nu}e^{-bx},\qquad
\sigma\propto N^{(1+\nu)/3}\exp\!\left(-\frac{2b}{aN^{1/3}}\right).
\label{eq:prefactor}
\end{equation}
This is a scaling argument, not a proof, and it leaves the numerical constant open.

It can be examined through the slope of $\ln f$. At the minimum in Eq.~\eqref{eq:network} a small change of $\phi$ has no first-order effect, so the derivative acts on $g_{ij}=e^{-xr_{ij}}$ alone:
\begin{equation}
-\frac{d\ln f}{dx}=\frac{\sum_{i<j}r_{ij}g_{ij}u_{ij}^2}{\sum_{i<j}g_{ij}u_{ij}^2}\equiv r_P .
\end{equation}
The slope is the hop length averaged with the dissipated power as weight. Finite differences in a box of 500 traps confirm it to within $5\times10^{-7}$. Equation~\eqref{eq:prefactor} predicts $r_P\simeq b+\nu/x$. Eight boxes of 1500 traps, with the field along each axis in turn, give for $a=0.30$ nm:
\begin{center}
\begin{tabular}{ccccc}
$N$ ($\mathrm{cm^{-3}}$) & $x$ & $\ln f$ & $r_P$ & $b+\nu/x$\\
$2\times10^{19}$ & 24.56 & $-23.42$ & 0.902 & 0.904\\
$3\times10^{19}$ & 21.46 & $-20.61$ & 0.906 & 0.910\\
$5\times10^{19}$ & 18.10 & $-17.56$ & 0.914 & 0.917\\
$1\times10^{20}$ & 14.36 & $-14.12$ & 0.931 & 0.930\\
$2\times10^{20}$ & 11.40 & $-11.32$ & 0.957 & 0.946
\end{tabular}
\end{center}
The power-weighted hop is somewhat longer than $r_c$ and approaches it as the traps thin out. A fit of $\ln f+bx$ to a constant minus $y\ln x$ gives $y=0.86$; raising or lowering $b$ by its error of 0.002 lowers or raises $y$ by about 0.035. Its closeness to $\nu$ supports the estimate over this range but does not measure an asymptotic exponent: the box side is 11.4 spacings, about equal to the estimated $\xi$ at $3\times10^{19}\,\mathrm{cm^{-3}}$. At $1\times10^{20}\,\mathrm{cm^{-3}}$, going from 500 to 1500 traps changes the mean $\ln f$ by 0.08. Boxes of 12000 traps give $\ln f=-14.14\pm0.01$ at $1\times10^{20}$ and $-20.65\pm0.02$ at $3\times10^{19}\,\mathrm{cm^{-3}}$, about 0.03 below the table. The last digit of $\ln f$ is therefore uncertain, and the conductivities and currents below are uncertain by 3 to 4\%. The density ratio in those boxes is about 1000.

\section{A low-k film}

Take a film 200 nm thick with relative permittivity 2.7, $a=0.30$ nm, $\nu_0=10^{13}\,\mathrm{s^{-1}}$, $\varepsilon=0.40$ eV, $c=0.001$ and $T=300$ K. Equation~\eqref{eq:link} gives $G_0=1.18\times10^{-14}$ S. At $N=1\times10^{20}\,\mathrm{cm^{-3}}$ the spacing is 2.154 nm, so $r_c=0.869\times2.154=1.87$ nm and
\begin{equation}
\sigma=\frac{1.18\times10^{-14}\,\mathrm S}{2.154\times10^{-7}\,\mathrm{cm}}\,e^{-14.115}
=4.1\times10^{-14}\,\mathrm{S/cm}.
\end{equation}
At 0.005 MV/cm the current density is $2.0\times10^{-10}\,\mathrm{A/cm^2}$. At $3\times10^{19}\,\mathrm{cm^{-3}}$, $r_c=2.80$ nm and the current density is $2.1\times10^{-13}\,\mathrm{A/cm^2}$.

For the ratio, $x$ falls by 7.09. The exponential alone and the form with prefactor give
\begin{align}
\ln R_0&=0.8687\times7.09=6.16, & R_0&\simeq470,\\
\ln R&=6.16+\frac{1.876}{3}\ln\frac{10}{3}=6.91, & R&\simeq1010 .
\end{align}
The network gives $\ln R=6.90\pm0.02$, or about 990; the error is statistical, for boxes of 1500 traps. The exponential contains most of the logarithm, yet omitting the prefactor halves the ratio. From Eq.~\eqref{eq:prefactor}, using $dx/d\ln N=-x/3$,
\begin{equation}
\frac{d\ln\sigma}{d\ln N}=\frac{1+\nu+bx}{3},
\end{equation}
which is 4.8 at the higher density and 6.8 at the lower. A power law fitted over a narrow density range would thus have an exponent that depends on the range.

\subsection{Where the prediction stops}

\emph{Field.} Between traps of equal energy and equal occupation the hopping current varies as $\sinh(eU/2kT)$, whose relative departure from linearity starts as $(eU/kT)^2/24$. A critical link may carry the drop $F\xi$ of its whole cube. At the test field $F$ of 0.005 MV/cm, $eF\xi/kT$ is 0.33 at the higher density and 0.70 at the lower. A single link with equal occupations carrying that drop would depart from linearity by about 0.5\% and 2\%. These figures only show that the field is low; they are not the response of the whole network, in which the occupations also shift. At 0.5 MV/cm even $eFr_c/kT$ is 3.6, and the Ohmic law does not apply.

\emph{Thickness.} The estimated $\xi$ is 17 nm and 36 nm at the two densities, below the film thickness. Since $\xi\propto N^{-(1+\nu)/3}$, it would reach 200 nm near $2\times10^{18}\,\mathrm{cm^{-3}}$. Around and below that density the bulk threshold is not the right criterion for this film.

\emph{Energies.} Suppose that a hop to a trap higher by $\Delta E$ costs an extra factor $e^{-\Delta E/kT}$, while a downhill hop gains nothing. A Gaussian spread of trap energies of 0.05 eV, at fixed carrier number, can then be included by sorting links by their total exponent, not their length. The size of the effect depends on this choice of rates. At $1\times10^{20}\,\mathrm{cm^{-3}}$ this raises the critical exponent by 2.6 and multiplies the current by about 0.08. The Coulomb energy at the mean carrier spacing is 0.025 eV, already about $kT$. It grows as $c^{1/3}$, so the equal-energy model needs dilute carriers. It also needs their charge to be compensated within the film. At the higher density there are $10^{17}$ carriers per $\mathrm{cm^3}$; without compensation, their charge would change the field by 1.3 MV/cm from one face of the film to the other, far more than the test field. Compensating charges at random positions would themselves spread the trap energies by about $kT$ or more: one such charge at the mean nearest distance shifts a trap by about $1.7kT$ at the higher density and $1.2kT$ at the lower. The example film thus does not meet the equal-energy condition, and at fixed $c$ this spread differs between the two densities. The currents and the ratio quoted above belong to the idealized model.

\emph{Wavefunction.} A 10\% larger $a$ raises the current at the higher density by a factor of 3.1 through the exponential. An extra factor $r^2$ in the link conductance, evaluated at $r_c$, would divide the density ratio by 2.2. An absolute current is therefore much less certain than the statistical errors suggest.

\emph{Other paths and temperature.} The chosen $a$ corresponds to a trap 1.4 eV deep for a band mass of $0.3m_e$. With a band mobility of $1\,\mathrm{cm^2/Vs}$, emission to the band contributes about $10^{-13}$ of the hopping conductivity at the higher density and test field; direct tunnelling through 200 nm is negligible. At 378 K the hopping current is 19 times larger at fixed $c$, while $r_c$ is unchanged.

The parameters are illustrative, not a fit to a particular film. The trap densities are high, and the test field is a hundred times smaller than the 0.5 MV/cm considered above. Real films can have energy disorder, clustered traps and contact-limited current. The modest energy spread above already lowers the current about thirteenfold, and a field of 0.5 MV/cm requires a nonlinear calculation. The density ratio was computed for traps of equal energy. It can guide a comparison of films when the current is Ohmic and bulk-limited, when $a$, $c$ and $\varepsilon$ stay the same, and when the energy spread is small compared with $kT$. An uncorrelated Gaussian spread that is the same in both films changes the ratio much less than the current: with the rates above, 0.025 eV raises the ratio by about 3\% and 0.05 eV by about 12\%. A spread that differs between the films does not cancel in this way. The numerical output lists the main values used here.

\section*{Computed values}
\begin{verbatim}
Box sizes: 1000 sites x 300, 8000 sites x 60
Mean axis threshold, 1000 sites: 0.8816 N^(-1/3)
Mean axis threshold, 8000 sites: 0.8746 N^(-1/3)
Extrapolated b, axis: 0.8687 +/- 0.0019 (1)
Extrapolated b, any axis: 0.8670 +/- 0.0023 (1)
Links per site at threshold: 2.746 (1)
Exponent nu, input: 0.876 (1)
Threshold width ratio: 2.07; scaling 2.21 (1)
Mean nearest distance: 0.5541; formula 0.5540 N^(-1/3)
Network: 1500 sites, 8 samples, 3 axes
Slope identity, largest error: 4.5e-07 (1)
ln f change, 500 to 1500 sites: 0.082 (1)
Decay length a: 0.30 nm; thickness: 200 nm
Temperature: 300 K; kT: 0.02585 eV
Attempt rate: 1.0e+13 s^-1; barrier: 0.40 eV
Occupation: 0.001 (1); field: 0.005 MV/cm
Relative permittivity: 2.7 (1)
G0 including barrier: 1.181e-14 S
N (cm^-3), x (1), ln f (1), error (1), power-weighted hop (N^(-1/3))
  2.0e+19, 24.56, -23.419, 0.040, 0.9016
  3.0e+19, 21.46, -20.613, 0.031, 0.9064
  5.0e+19, 18.10, -17.556, 0.023, 0.9144
  1.0e+20, 14.36, -14.115, 0.017, 0.9306
  2.0e+20, 11.40, -11.324, 0.013, 0.9565
Effective prefactor exponent y: 0.86 (1)
At N = 3.0e+19 cm^-3:
  N^(-1/3): 3.218 nm; r_c: 2.796 nm
  2 r_c/a: 18.64 (1)
  sigma: 4.10e-17 S/cm; J: 2.05e-13 A/cm2
  xi estimate: 36.3 nm; xi/thickness: 0.181 (1)
  e F xi/kT: 0.701 (1)
At N = 1.0e+20 cm^-3:
  N^(-1/3): 2.154 nm; r_c: 1.872 nm
  2 r_c/a: 12.48 (1)
  sigma: 4.06e-14 S/cm; J: 2.03e-10 A/cm2
  xi estimate: 17.1 nm; xi/thickness: 0.085 (1)
  e F xi/kT: 0.330 (1)
ln density ratio, network: 6.899 +/- 0.021 (1)
Ratio, network: 991 (1)
Ratio, exponential only: 474 (1)
Ratio, with scaling prefactor: 1006 (1)
Ratio, mean nearest distance: 51 (1)
Neglected effects, at 1e20 cm^-3 unless a ratio is stated:
e F r_c/kT at 0.5 MV/cm: 3.62 (1)
Energy spread 0.05 eV: exponent +2.60, factor 0.075 (1)
Carrier Coulomb energy: 0.0248 eV
Band mass: 0.3 m_e; mobility: 1.0 cm2/Vs
Trap depth from a: 1.411 eV; field lowering: 0.0327 eV
Band/hopping conductivity: 1.1e-13 (1)
Direct film tunnelling factor, log10: -579 (1)
Density-ratio change from r^2 overlap: 1/2.23 (1)
Current factor for 10 percent larger a: 3.11 (1)
Current factor at 378 K: 19.3 (1)
\end{verbatim}
